# Damped Newton Steps for the Nonlinear Poisson Equation of a Schottky Contact

## What the setting controls

Apart from ratios of densities, the Poisson equation of a doped semiconductor contains its material data in two combinations: the thermal voltage \(V_T=kT/q\), in volts, and the curvature \(qn_0/\varepsilon\), in volts per length squared. Here \(q>0\) is the elementary charge, \(\varepsilon\) the permittivity and \(n_0\) the electron density in the neutral bulk. The one length these two can form, up to a numerical factor, is the Debye length

\[
L_D=\sqrt{\frac{\varepsilon V_T}{qn_0}} .
\]

With potential in units of \(V_T\) and position in units of \(L_D\), the equation must therefore read \(u''=g(u)\), where \(g\) contains no dimensional constant.

Newton's method can solve this equation, whether for device electrostatics or for a semiconductor continuum attached to an atomistic interface. Two settings must then be chosen: the linear solver, and full or damped steps. The analysis below shows when a symmetric positive definite solver is justified, and what damping can and cannot change.

## The equation and its assumptions

An n-type semiconductor occupies \(0<x<L\), with metal at \(x=0\) and a neutral ohmic end at \(x=L\). The system is in equilibrium, the donors (density \(N_D\)) are uniform and fully ionized, and carriers obey Boltzmann statistics. Interface charge and image-force lowering are omitted. The electrostatic potential \(\phi=V_Tu\) is zero in the bulk, so

\[
n=n_0e^u,\qquad p=p_0e^{-u},\qquad N_D=n_0-p_0 .
\]

The last relation is bulk neutrality. Insert these in \(\phi''=-(q/\varepsilon)(N_D+p-n)\), measure \(x\) in Debye lengths, and set \(\delta=p_0/n_0\):

\[
u''=g(u)=e^u-\delta e^{-u}-(1-\delta),\qquad
g'(u)=e^u+\delta e^{-u}>0 .
\]

The positive derivative has a direct meaning: a higher potential attracts electrons and repels holes, which makes the local charge more negative.

At the contact, the barrier \(\Phi_B\) fixes the electron density at \(N_ce^{-\Phi_B/kT}\), where \(N_c\) is the effective density of conduction states. Equating this to \(n_0e^{u_s}\) gives

\[
-u_s=\frac{\Phi_B}{kT}-\ln\frac{N_c}{n_0}.
\]

The boundary values are \(u(0)=u_s<0\) and \(u(L)=0\).

## The sign and weighting that give a symmetric matrix

Take nodes \(0=x_0<x_1<\dots<x_M=L\), spacings \(h_i=x_i-x_{i-1}\), and cells bounded by the midpoints between nodes. An interior cell has width \(w_i=(h_i+h_{i+1})/2\). Integrate \(-u''+g=0\) over it, replacing edge slopes by difference quotients and the integral of \(g\) by \(w_ig(u_i)\):

\[
F_i=\frac{u_i-u_{i-1}}{h_i}-\frac{u_{i+1}-u_i}{h_{i+1}}+w_ig(u_i)=0 .
\]

The Jacobian \(J_{ij}=\partial F_i/\partial u_j\) has entries

\[
J_{ii}=\frac1{h_i}+\frac1{h_{i+1}}+w_ig'(u_i),\qquad
J_{i,i+1}=J_{i+1,i}=-\frac1{h_{i+1}} .
\]

It is symmetric because neighbouring cells share one flux. Write \(J=K+\mathrm{diag}(w_ig')\), where \(K\) is the flux part. For a vector \(v\), set \(v_0=v_M=0\), since the boundary potentials are fixed. Then

\[
v^TKv=\sum_{i=1}^{M-1}v_i\frac{v_i-v_{i-1}}{h_i}
-\sum_{i=1}^{M-1}v_i\frac{v_{i+1}-v_i}{h_{i+1}} .
\]

Relabel the second sum with \(i\to i-1\). The zero end values allow both sums to run from 1 to \(M\), and they combine into

\[
v^TJv=\sum_{i=1}^{M}\frac{(v_i-v_{i-1})^2}{h_i}
+\sum_{i=1}^{M-1}w_ig'(u_i)v_i^2 .
\]

This is positive unless \(v=0\). No property of the solution was used, so \(J\) is positive definite at every trial potential.

A program that assembles \(u''-g\) instead obtains \(-J\), which is negative definite. Reversing the sign of both matrix and right-hand side leaves the Newton step unchanged and permits a Cholesky or conjugate-gradient solver.

Weighting matters separately. If row \(i\) is divided by \(w_i\), the paired entries become \(-1/(w_ih_{i+1})\) and \(-1/(w_{i+1}h_{i+1})\), which differ when the cell widths differ. On a nonuniform mesh, keep the cell-integrated rows.

Direct elimination also needs no pivoting. Its pivots are \(d_1=J_{11}\) and \(d_i=J_{ii}-1/(h_i^2d_{i-1})\). They satisfy \(d_i\ge1/h_{i+1}+1/x_i\). This holds for \(i=1\) because \(x_1=h_1\). If it holds for \(i-1\), then

\[
\frac1{h_i}-\frac1{h_i^2d_{i-1}}
\ge\frac1{h_i}-\frac{x_{i-1}}{h_i(x_{i-1}+h_i)}
=\frac1{x_i},
\]

and adding the remaining terms of \(J_{ii}\) proves it for \(i\).

### When definiteness can fail

The proof needs only \(g'\ge0\). It therefore includes a fixed charge, for which \(g'=0\), and any local model whose electron density rises with potential while its positive charge does not.

If a model has a uniform negative response \(g'=-c\), the matrix is \(K-c\,\mathrm{diag}(w_i)\). In the continuum, the lowest mode \(\sin(\pi x/L)\) gives definiteness for \(c<(\pi/L)^2\) and loses it above that value. A longer sample tolerates less negative response. A nonlocal charge response or a coupled current equation adds other matrix entries and needs its own analysis.

## What damping does

The residual is the gradient of

\[
E(u)=\sum_{i=1}^{M}\frac{(u_i-u_{i-1})^2}{2h_i}
+\sum_{i=1}^{M-1}w_iG(u_i),
\]

\[
G(u)=e^u+\delta e^{-u}-(1-\delta)u,\qquad G'=g,
\]

and \(J\) is its second-derivative matrix. Since \(g(0)=0\) and \(g\) increases, \(G\) is bounded below. The gradient sum grows without bound for large \(u\) because the ends are fixed. Hence \(E\) has a minimum, and strict convexity makes it the unique discrete solution.

Newton's step \(d\) solves \(Jd=-F\). Its initial rate of change of \(E\) is

\[
F\cdot d=-d^TJd\equiv-\lambda^2<0 .
\]

The damped update is \(u+td\). Start with \(t=1\) and halve it until

\[
E(u+td)\le E(u)-10^{-4}t\lambda^2 .
\]

Each trial requires a new value of \(E\), but no new matrix solution.

This rule converges from any finite start in exact arithmetic. The set with \(E\) no larger than its starting value is bounded, and so are the full steps from it. Let \(m>0\) be the smallest eigenvalue of \(K\), and \(\Lambda\) an upper bound on the eigenvalues of \(J\) over all trial points. Since \(|d|^2\le\lambda^2/m\), Taylor's theorem gives

\[
E(u+td)\le E(u)-t\lambda^2\left(1-\frac{t\Lambda}{2m}\right).
\]

The test thus succeeds once \(t\) is small enough, and accepted fractions have a positive lower bound. Because \(E\) is bounded below, its successive decreases must tend to zero. Then \(\lambda\), \(d\) and \(F=-Jd\) also tend to zero, and uniqueness identifies the limit. Near it, a full step lowers \(E\) by about \(\lambda^2/2\), so it passes the test.

In finite precision, the last decreases of \(E\) can be smaller than its rounding error. The acceptance test then needs a small allowance; the example uses \(10^{-13}(1+|E|)\).

## When full steps are safe

Let \(u^*\) be the discrete solution, \(e_i=u_i-u_i^*\), \(\eta=\max|e_i|\), and \(y\) the error after a full step. Since \(F(u^*)=0\),

\[
Jy=Je-[F(u)-F(u^*)].
\]

The flux parts cancel. Taylor's theorem for the remaining terms gives

\[
(Jy)_i=w_i[g'(u_i)e_i-g(u_i)+g(u_i^*)]
=\tfrac12w_ig''(\xi_i)e_i^2,
\]

with \(\xi_i\) between \(u_i\) and \(u_i^*\). For Boltzmann carriers \(|g''|\le g'\), and \(g'(\xi_i)\le e^\eta g'(u_i)\). Therefore

\[
|(Jy)_i|\le C w_ig'(u_i),\qquad C=\tfrac12\eta^2e^\eta .
\]

At a positive maximum of \(y\), both flux terms in \((Jy)_i\) are nonnegative, so \(w_ig'y_i\le Cw_ig'\) and \(y_i\le C\). The same argument for \(-y\) bounds the minimum. Thus

\[
\eta_{\rm new}\le\tfrac12\eta^2e^\eta .
\]

Full steps are guaranteed to reduce the largest error if \(\eta e^\eta<2\). This means \(\eta<W(2)=0.853\), where the Lambert function \(W\) solves \(We^W=2\). At 300 K the radius is 22.0 mV. It is a sufficient condition; a full step may also succeed outside it.

This gives a rule for barrier scans. Let \(z\) be the difference between two discrete solutions whose contact values differ by \(\Delta\). At a positive interior maximum of \(z\), the flux terms are nonnegative and the difference of the \(g\) terms is positive, so their sum cannot vanish. The same holds for \(-z\), hence \(|z_i|\le|\Delta|\). A previous solution, with its contact value reset to the new one, is therefore a safe start for full steps if the barrier changes by less than 22.0 meV at 300 K, with mesh and doping fixed.

## A worked contact

The round model parameters are \(T=300\) K, relative permittivity 12, \(n_0=10^{16}\ \mathrm{cm^{-3}}\), intrinsic density \(10^{10}\ \mathrm{cm^{-3}}\), \(N_c=3\times10^{19}\ \mathrm{cm^{-3}}\), \(\Phi_B=0.80\) eV and \(L=1000\) nm. They give \(V_T=0.025852\) V and \(L_D=41.4\) nm. The band bending is

\[
0.80-0.025852\ln(3000)=0.593\ \mathrm{V},
\]

so \(u_s=-0.593/0.025852=-22.94\). The length is 24.15 Debye lengths, and \(\delta=(10^{10}/10^{16})^2=10^{-12}\).

The mesh has 200 intervals, placed by \(x=L(s+3s^2)/4\) with uniform \(s\) from 0 to 1. Its spacing grows from 1.27 to 8.73 nm. The starting potential is a straight line between the boundary values.

The first full Newton step raises the highest potential to 1.38 V, although the solution is nowhere positive. The cause is the missing electron response in the depleted region. A straight line has no flux difference, and there \(g\simeq-1\) and \(g'\simeq0\), so the step obeys \(d''\simeq-1\). Without any screening it would be \(d=x(L-x)/2\). Added to the starting line, this parabola peaks at about 62 thermal voltages, or 1.60 V. Electron response near the ohmic end reduces the overshoot to the computed value.

Recovery from the overshoot is slow. Where \(u\gg1\) and flux terms are small, the step equation becomes \(e^ud\simeq-e^u\), so \(d\simeq-1\): each full step removes about one thermal voltage. The overshoot is \(1.379/0.025852=53\) thermal voltages, consistent with the 59 steps needed without damping.

The damped run needs 10 steps. It rejects the first full step, which would raise \(E\) from 289 to \(3.7\times10^{23}\). Its accepted fractions are \(1/8\), \(1/4\), and then 1 for the other eight steps. For the fifth to ninth steps, the largest errors before each step, relative to the final iterate and in units of \(V_T\), are

\[
1.21,\quad0.427,\quad0.0563,\quad9.8\times10^{-4},\quad3.0\times10^{-7}.
\]

The first lies outside the guaranteed radius and still decreases. For the second, the bound is \(\frac12(0.427)^2e^{0.427}=0.140\), while the actual next error is 0.0563.

A barrier ramp from \(u_s=0\) in increments below 22.0 mV would need at least 27 solutions, since \(593/22.0\) is just under 27. The damped run is cheaper than such a ramp; the increment rule is useful when the intermediate barriers are wanted anyway. The large overshoot belongs to the straight-line start. On the same mesh, full steps converge in 7 steps from \(u=0\) and in 5 from the full-depletion parabola, and the acceptance test rejects none of them. Damping prevents an overshoot but does not shorten recovery from a start that is already too high: from \(u=+30\), damped and full runs both need 37 steps.

For this sample, the negative-response threshold is \((\pi/24.15)^2=0.0169\). The generalized eigenvalue problem \(Kv=c\,\mathrm{diag}(w_i)v\) on the mesh gives the same value to three figures.

## Choosing the mesh and domain

Convergence of Newton's method does not measure the discretization error. An independent reference follows from multiplying \(u''=g(u)\) by \(u'\) and integrating from a distant bulk, where \(u=u'=0\):

\[
\tfrac12(u')^2=G(u)-G(0),
\]

\[
u'=\sqrt{2[e^u-1-u+\delta(e^{-u}-1+u)]} .
\]

The positive root applies because \(u\) rises from the contact to the bulk. For strong depletion with few holes, the contact slope becomes \(\sqrt{2(|u_s|-1)}\). Full depletion, which omits the electron tail at the depletion edge, gives \(\sqrt{2|u_s|}\).

On the mesh, Taylor expansion of \(u_1\) about the contact, with \(u''(0)=g(u_s)\), gives

\[
u'(0)\simeq\frac{u_1-u_s}{h_1}-\frac{h_1}{2}g(u_s).
\]

One unit of scaled slope is \(0.025852/0.041405=0.6244\) V/µm. The mesh and the first integral both give a contact field of 4.137 V/µm; they differ by \(6\times10^{-5}\) V/µm. The corrected depletion formula gives \(0.6244\sqrt{2(21.94)}=4.136\) V/µm. Full depletion gives 4.229 V/µm, which is 2.2% above the first integral. Doubling the number of intervals reduces the mesh error in the field by a factor of 4.00, as expected for a second-order method. These digits describe the model, not a real contact. At this field the omitted image-force lowering \(\sqrt{qu'V_T/(4\pi\varepsilon L_D)}\) is about 22 mV, and donors bound by 45 meV (degeneracy 2, same \(n_0\)) would shift the field to about 4.145 V/µm.

Two limits guide the placement of nodes. In a fully depleted region \(u''=-1\), and the solution is quadratic. The difference quotient of \(x^2/2\) over one interval is the midpoint coordinate, so its change across a cell is exactly \(w_i\). The scheme therefore reproduces this quadratic on any mesh. Fine spacing is needed where the carrier density varies: at the depletion edge, and near the contact if \(\delta e^{-u_s}\) is not small. Here that hole term is 0.009, and whether it counts as small depends on the accuracy wanted. With a very fine mesh elsewhere, a spacing of one Debye length over the first two Debye lengths gives a field error of \(2\times10^{-3}\) V/µm, and a spacing of a quarter Debye length gives \(2\times10^{-4}\) V/µm; for \(\delta=0\) both errors are below \(10^{-6}\) V/µm.

In the nearly neutral bulk with \(\delta\ll1\), \(u''\simeq u\). On a uniform mesh of scaled spacing \(h\), inserting \(u_i\propto e^{-\kappa ih}\) gives

\[
2(\cosh\kappa h-1)=h^2,\qquad
\kappa\simeq1-\frac{h^2}{24}.
\]

The second relation follows by expanding the hyperbolic cosine through fourth order. For the largest spacing used here, \(h=8.73/41.4=0.21\), and the decay rate is about 0.2% too small.

The domain must also contain the neutral tail. The full-depletion width is \(L_D\sqrt{2|u_s|}=280\) nm, leaving 720 nm, or about 17 Debye lengths, before the ohmic end. Since the tail decays roughly as \(e^{-x}\), moving that end farther away would have little effect on the contact field. The half-line reference ceases to apply as that end approaches the depletion edge.

For a new contact, use cell-integrated rows with the positive sign, start from the neutral potential or the depletion profile rather than a straight line, keep damping on \(E\) as a safeguard, and allow full steps as soon as they pass. Then refine the mesh until the required field or potential is stable; a smaller Newton tolerance cannot replace that refinement.
